The Picture-Change-Corrected Kohn-Sham Matrix in Exact Two-Component Theory

A scalar potential v(r) multiplies every component of a Dirac spinor by the same number, so it cannot connect the large components with the small ones. Its matrix therefore has two blocks, V_LL and V_SS. If the four-component orbital is a linear function of a two-component one, the energy of the orbital in v is a quadratic form with one term from each block.

Symmetry also restricts V_SS. A small-component basis function is made by applying σ·p/(2c) to a real function χ, where σ are the Pauli matrices and p = −i∇. Atomic units are used, with c the speed of light. The integrand of V_SS contains v, one gradient from each of two basis functions, and a 2×2 spin matrix, which is a combination of the unit matrix and σ. Two rotational scalars can be built from these, ∇χ_μ·∇χ_ν and σ·(∇χ_μ×∇χ_ν). The second is antisymmetric in μ and ν, so a Hermitian matrix requires an imaginary coefficient. Since p/c is a velocity in units of c, both terms carry the factor 1/c². Hence

V_SS,μν = (1/c²) ∫ v [a ∇χ_μ·∇χ_ν + i b σ·(∇χ_μ×∇χ_ν)] d³r,

with real numbers a and b still to be found. They follow from the Pauli algebra. Since σ·pχ_ν = −iσ_j ∂_jχ_ν, and the adjoint of σ·pχ_μ is +iσ_i ∂_iχ_μ, the product of the two prefactors is +1:

(σ·pχ_μ)†(σ·pχ_ν) = σ_iσ_j ∂_iχ_μ ∂_jχ_ν, with σ_iσ_j = δ_ij + iε_ijk σ_k.

Repeated indices are summed. Two factors 1/(2c) give 1/(4c²), so a = b = 1/4 and

V_SS,μν = (1/4c²) ∫ v [∇χ_μ·∇χ_ν + iσ·(∇χ_μ×∇χ_ν)] d³r.

The large block is V_LL,μν = ∫ χ_μ v χ_ν d³r times the unit spin matrix.

The linear map between the two pictures comes from the Dirac-Kohn-Sham equations. The system is taken to be closed-shell, without an external magnetic field. With the rest energy subtracted, and with u the sum of the nuclear attraction and v, they are

u φ_L + c σ·p φ_S = ε φ_L,

c σ·p φ_L + (u − 2c²) φ_S = ε φ_S.

From here on, v is the electronic part alone, the Hartree plus exchange-correlation potential. The expansion is φ_L = Σ_ν χ_ν C_L,ν and φ_S = Σ_ν (σ·pχ_ν/2c) C_S,ν, where each coefficient is a two-spinor. Let N be the overlap matrix of the χ and T the matrix of p²/2. Because (σ·p)² = p², the coupling between the two sets is c⟨χ_μ|σ·p σ·p|χ_ν⟩/(2c) = T_μν, and the overlap of the small functions is ⟨p²⟩/(4c²) = T/(2c²). The term −2c² therefore contributes −T. Projecting the two equations on the two sets gives

U_LL C_L + T C_S = ε N C_L,

T C_L + (U_SS − T) C_S = ε (T/2c²) C_S,

where U_LL and U_SS are the blocks of u, built as those of v.

With n functions χ there are 2n positive-energy solutions. Their coefficients form square matrices C_L and C_S, and if C_L is invertible,

X = C_S C_L⁻¹

gives C_S = X C_L for all of them. The four-component norm of such an orbital is C_L†ÑC_L, with

Ñ = N + X†TX/(2c²).

The two-component coefficients C are to be normalized with the ordinary overlap, C†NC = 1. Setting C_L = RC, this requires R†ÑR = N. A solution is

R = N^(−1/2) B^(−1/2) N^(1/2), B = N^(−1/2) Ñ N^(−1/2),

because Ñ = N^(1/2) B N^(1/2), and therefore R†ÑR = N^(1/2) B^(−1/2) B B^(−1/2) N^(1/2) = N. Another solution differs by a factor Q on the right with Q†NQ = N, which only changes the orthonormal frame of the two-component orbitals.

The electron density has to be that of the four-component orbitals. For occupied columns C_i,

ρ(r) = Σ_i (φ_L,i†φ_L,i + φ_S,i†φ_S,i) = Σ_i C_i† R†[Ω_L(r) + X†Ω_S(r)X] R C_i,

where the matrices at the point r are

Ω_L,μν = χ_μχ_ν, Ω_S,μν = σ_iσ_j ∂_iχ_μ ∂_jχ_ν/(4c²).

With the density matrix D = Σ_i C_iC_i† this reads ρ = tr{D R†[Ω_L + X†Ω_S X]R}. It is linear in D if X and R are held fixed. The Hartree plus exchange-correlation energy E_Hxc[ρ] changes by ∫ v δρ d³r, and v depends on r alone, so it can be taken inside the trace:

δE_Hxc = tr{δD R†[∫vΩ_L d³r + X†(∫vΩ_S d³r)X]R}.

The two integrals are V_LL and V_SS. The Kohn-Sham matrix is defined by δE_Hxc = tr(F_v δD) for every Hermitian δD, hence

F_v = R†(V_LL + X†V_SS X)R.

The corrected matrix thus belongs to the transformed density. If V_LL is corrected but ρ is computed from the two-component orbitals as though they were ordinary ones, matrix and energy no longer belong together.

The remaining terms of the Fock matrix follow by inserting C_L = RC and C_S = XRC into the one-electron energy. With W_LL and W_SS the blocks of the nuclear attraction,

F = R†(W_LL + TX + X†T − X†TX + X†W_SS X)R + F_v.

If X comes from the four-component matrix of the same potential, F has the same positive energies. To see this, write H for the four-component matrix, M for its metric and Y for the map C → (RC, XRC). Then HYC = MYCε. Multiplication by Y† gives FC = NCε, because Y†HY = F and Y†MY = N.

The size and sign of the correction can be seen at leading order in 1/c². The second matrix equation gives X = 1 + O(c⁻²), and expanding B^(−1/2) gives R = 1 − N⁻¹T/(4c²) + O(c⁻⁴). Therefore

F_v = V_LL − (TN⁻¹V_LL + V_LL N⁻¹T)/(4c²) + V_SS + O(c⁻⁴).

In a complete basis this is the matrix of the operator

v + (1/4c²)[p·vp − (p²v + vp²)/2] + (spin part of V_SS).

The square bracket equals −[p_i,[p_i,v]]/2 = ∇²v/2, so the scalar correction is ∇²v/(8c²). For the spin part, ∇χ_μ×∇χ_ν = ∇×(χ_μ∇χ_ν), and integration by parts moves the derivative to v with a minus sign:

(i/4c²) ∫ v σ·(∇χ_μ×∇χ_ν) d³r = −(i/4c²) ∫ χ_μ σ·(∇v×∇χ_ν) d³r = (1/4c²) ⟨χ_μ|σ·(∇v×p)|χ_ν⟩.

These are the Darwin and spin-orbit terms of the electronic potential. For the Hartree part ∇²v_H = −4πρ is negative, so the scalar correction reduces the repulsion. In an atom the Hartree potential falls outward, while the nuclear attraction rises outward, so its spin-orbit term opposes that of the nucleus. At this order the Hartree contribution to the spin part of V_SS is the screening of the nuclear spin-orbit coupling by the electrons. The LDA exchange-correlation potential is negative and rises outward as the density falls, so its spin-orbit term has the nuclear sign and cancels part of this screening.

On a grid with points r_g and weights w_g, the small block is

V_SS,μν = (1/4c²) Σ_g w_g v(r_g) Σ_ij σ_iσ_j ∂_iχ_μ(r_g) ∂_jχ_ν(r_g).

It needs nine real matrix products of the three gradient arrays, of which six are independent because exchanging i and j transposes the product. For v = 1 the cross product integrates to zero, being a curl, and the rest gives 2T/(4c²) = T/(2c²), the overlap of the small functions.

First derivatives of χ suffice when the energy depends on the density alone, as in the local density approximation (LDA). A generalized-gradient functional depends also on γ = ∇ρ·∇ρ. With v_ρ and v_γ the derivatives of the energy density, δE_xc = ∫(v_ρ δρ + 2v_γ ∇ρ·∇δρ) d³r, so its small block is

V_SS = ∫ [v_ρ Ω_S + 2v_γ ∂_kρ ∂_kΩ_S] d³r,

∂_kΩ_S,μν = σ_iσ_j(∂_k∂_iχ_μ ∂_jχ_ν + ∂_iχ_μ ∂_k∂_jχ_ν)/(4c²).

Second derivatives of the basis functions now appear, both here and in the small-component part of ∇ρ. The form of F_v is unchanged, but it does not cover every functional. A spin-polarized functional adds a potential that acts on spin, and the reduction of V_SS to two scalars no longer holds. Nonlocal exact exchange has a kernel φ(r)φ†(r′), which connects large with small components, so blocks V_LS and V_SL appear.

The derivative was taken at fixed X. This is justified when X is computed once from the bare nuclear attraction, since X is then independent of D. If X is recomputed from the current potential, the total energy also changes through δX, and F is in general not its full derivative. At the four-component solution, however, this extra term vanishes. Let ψ_i = YC_i and vary X, with R following it and C_i fixed. Then

δE = Σ_i 2Re(δψ_i†Hψ_i) = Σ_i ε_i 2Re(δψ_i†Mψ_i) = Σ_i ε_i δ(ψ_i†Mψ_i) = 0,

because Y†MY = N holds for every X and so fixes the norm. An approximate X therefore causes a total-energy error of second order in its own error.

The krypton atom shows the magnitudes. The calculation uses LDA with Slater exchange and Vosko-Wilk-Nusair correlation, a point nucleus and the Coulomb interaction without Breit terms. The Gaussian exponents are 0.3 × 2.8^k Å⁻², with k = 0 to 15 for s, 0 to 11 for p and 1 to 8 for d functions, which makes 92 spatial functions. The grid has 150 Gauss-Legendre points in ln r and 28 directions. The Hartree potential is found by radial integration, and the equations are iterated to self-consistency. For the one-electron ion in this basis, 2p₃/₂ lies 79.27 eV above the mean of 2s₁/₂ and 2p₁/₂, while the exact Dirac formula, in which these two levels are degenerate, gives 79.50 eV. The basis thus shifts this splitting by about 0.2 eV. Its error in the total energy is larger: denser even-tempered sets (ratios 2.0 and 1.75, with tighter and more diffuse exponents) lower the four-component energy by 6.8 eV. The differences below compare calculations in the same basis, and the deviations from the four-component values stay the same to the digits given when the basis is enlarged.

The four-component total energy in this basis is −75833.2 eV (−2786.82 hartree). X2C with X from the converged four-component matrix reproduces it to about 10⁻⁸ eV and the occupied orbital energies to 2 × 10⁻⁶ eV. With X from the bare nucleus and F_v as derived, the total energy is 0.0115 eV too low, and the largest orbital deviation is 0.009 eV, for 1s. If instead V_LL is used alone with the untransformed density, the total energy is 18.2 eV too high and the 1s level 13.0 eV too high, both relative to the four-component values.

The 0.0115 eV can be traced to X. Let X_m be the matrix from the four-component solution and X_1 that from the bare nucleus. The total energy was evaluated at X_m + s(X_1 − X_m) for s = 0, 1 and −1, with the two-component orbitals fixed. The part odd in s, which contains the linear term that stationarity forbids, is zero to the six decimals printed in eV, and the even part is −0.0115 eV. Within these digits it accounts for the whole deviation.

The expectation value of v in the 1s orbital shows how the blocks combine. In the converged potential of the corrected bare-nucleus calculation, V_LL taken directly between the two-component 1s coefficients gives 3817.63 eV. With R included, the large block gives 3746.65 eV, and the small block adds 65.02 eV:

3746.65 eV + 65.02 eV = 3811.67 eV.

The net correction is 3811.67 − 3817.63 = −5.96 eV, with the sign found above for the Darwin term of the Hartree potential; the Hartree part alone gives about −9.4 eV and the exchange-correlation part about +3.5 eV. The net value is a small difference of two larger changes, −70.98 eV from renormalization and +65.02 eV from the small components. Keeping R but dropping V_SS would therefore be worse than no correction at all for this expectation value. The 5.96 eV is less than half of the 13.0 eV error of the uncorrected 1s level. The rest comes from the different density and potential of the uncorrected calculation and from the change of its orbitals, which these numbers do not separate. In the denser basis sets the uncorrected and large-block values rise by about 0.5 eV and the small-block value by 0.02 eV, while the net −5.96 eV is unchanged.

The splitting of 2p₁/₂ and 2p₃/₂ isolates the spin part. It is 53.61 eV in the four-component calculation and, to these digits, also in the corrected one, but 56.35 eV without the correction, an excess of 2.74 eV. Diagonalizing the corrected matrix once, in its converged potential, with only the scalar part of V_SS kept gives 56.39 eV. Removing the spin part of V_SS thus restores the excess to within 0.04 eV, which identifies it as missing net electronic screening, about −3.3 eV from the Hartree potential offset by +0.5 eV from exchange-correlation. In the denser basis sets all these splittings rise by 0.12 eV, the four-component one to 53.73 eV, and the excess of 2.74 eV is unchanged.

The small components hold 0.074 of the 36 electrons. Their charge has a mean radius of 0.062 Å, against 0.384 Å for the whole density, so the grid must resolve the gradients close to the nucleus.

The second derivatives in a generalized-gradient functional matter at the eV level here. Take the density matrix of the corrected LDA calculation and change it to D + sChC†, where C holds the 36 occupied columns and h is half the unit matrix plus a random Hermitian matrix of spectral norm one half. The central difference of the PBE exchange-correlation energy at s = ±0.001 gives a derivative of −1730.435 eV. The trace of the PBE matrix with ChC† gives the same value to these digits. If the terms with ∂_kΩ_S are left out of V_SS, the trace is −1729.268 eV, an error of 1.167 eV relative to the derivative of the energy.
